Exact First Derivatives from Dual Numbers, with LDA Exchange and Helium

Put both electrons of a helium atom in the same 1s orbital and let its exponent ζ vary. A small ζ leaves the electrons too far from the nucleus, and a large ζ costs too much kinetic energy. The best exponent is where the slope dE/dζ vanishes. Density-functional theory needs a slope too: in the local density approximation, where the exchange energy per volume at a point depends only on the electron density at that point, the exchange potential felt by an electron is the derivative of that energy density with respect to the density.

Such a slope can be estimated by computing a function f twice and forming [f(x + h) − f(x)]/h. A large h leaves a truncation error, and a small h amplifies the rounding of the two nearly equal values. The question is whether one run of the computation of f can deliver the derivative with no step h at all.

**Definitions and assumptions**

A dual number is a + bε, with a and b real and

ε² = 0, ε ≠ 0.

Call a its value and b its slope. No nonzero real number has square zero, so ε is not a small real number. It is a new symbol, and the first lemma shows that it can be used without contradiction.

Let f(x) be computed by finitely many additions, subtractions, multiplications, divisions and elementary functions such as exp, ln and powers. Assume that, at the chosen x,

(i) no divisor is zero;
(ii) every elementary function is differentiable at the value it receives;
(iii) if the computation contains branches, the same branch is taken throughout a neighbourhood of x.

**Theorem.** Extend each elementary function g by

g(a + bε) = g(a) + g′(a) b ε.

Then the computation, started from x + 1ε instead of x, returns

f(x) + f′(x) ε.

The result has no truncation error. In floating-point arithmetic, rounding errors remain.

**Lemma 1: arithmetic**

Sums are formed part by part. For products, multiply out and use ε² = 0:

(a + bε)(c + dε) = ac + adε + bcε + bdε² = ac + (ad + bc)ε.

For c ≠ 0, the quotient p + qε of a + bε by c + dε must satisfy

(c + dε)(p + qε) = cp + (cq + dp)ε = a + bε.

The values give p = a/c. The slopes give cq = b − da/c, so that

(a + bε)/(c + dε) = a/c + [(bc − ad)/c²] ε.

If c = 0, the divisor has no inverse, because dε(p + qε) = dpε has value zero and cannot equal 1.

These rules are consistent because 2×2 matrices obey them. Represent a + bε by the matrix with rows (a, b) and (0, a). Then

[[a, b], [0, a]] [[c, d], [0, c]] = [[ac, ad + bc], [0, ac]].

The symbol ε becomes [[0, 1], [0, 0]], a nonzero matrix whose square is zero. The associative and distributive laws are inherited from matrices. ∎

If b and d are the derivatives of a(x) and c(x), the slopes above are the product rule and the quotient rule.

**Lemma 2: elementary functions**

For a positive integer k, the binomial theorem gives

(a + bε)ᵏ = aᵏ + k aᵏ⁻¹ bε + terms containing ε², ε³, …

The later terms vanish, leaving aᵏ + k aᵏ⁻¹ bε. For a power series g(x) = Σ cₖ xᵏ, with a inside its interval of convergence,

g(a + bε) = Σ cₖ aᵏ + bε Σ k cₖ aᵏ⁻¹ = g(a) + g′(a) bε,

since a power series may be differentiated term by term there. For polynomials and power series, the extension in the theorem therefore follows from the arithmetic. For a function that is merely differentiable at a, it is a definition.

The extension respects composition. Applying g and then h gives

h(g(a) + g′(a)bε) = h(g(a)) + h′(g(a)) g′(a) b ε,

whose slope is the chain rule. ∎

**Proof of the theorem**

By (iii), f agrees near x with one fixed sequence of operations, so it has the same derivative at x as that sequence. Number the intermediate results v₁, v₂, …, with v₁ = x. The claim is that the dual computation carries vₖ(x) + vₖ′(x)ε at every stage.

It holds at the start: the input is x + 1ε and dx/dx = 1, while a constant c enters as c + 0ε and has derivative zero. Suppose it holds for all results before vₖ. If vₖ is a sum, difference, product or quotient of earlier results, Lemma 1 gives its slope by the corresponding rule of differentiation. If vₖ = g(vⱼ), the extension gives

g(vⱼ + vⱼ′ε) = g(vⱼ) + g′(vⱼ) vⱼ′ ε,

and the slope is vₖ′ by the chain rule. Conditions (i) and (ii) ensure that each step is allowed. By induction the claim reaches the last result, which is f(x). ∎

A short case shows the bookkeeping. Take f(x) = ln(1 + x²) e⁻ˣ/(x + 2) at x = 1.5. The pieces are

1 + x² → 3.25 + 3ε
ln(1 + x²) → ln 3.25 + (3/3.25)ε
e⁻ˣ → e⁻¹·⁵ − e⁻¹·⁵ε
x + 2 → 3.5 + ε.

The product and quotient rules then give f = 0.07514 and f′ = −0.03776. This slope was tested against a derivative computed with 50 digits and against the same expression evaluated with matrices.

**Remark: where the conditions matter**

Suppose x² is computed as x·x, except that at x = 1 a special branch returns the constant 1. Every value is correct, but the dual slope at x = 1 is 0 instead of 2. The branch holds at a single point, which violates (iii).

The way a function is written matters too. For n ≥ 0, n^(4/3) has slope zero at n = 0 from the right, since n^(4/3)/n = n^(1/3) → 0. The dual power rule gives (4/3)·0^(1/3) = 0, in agreement. Written as n·n^(1/3), the same function fails: the slope of the second factor is (1/3)n^(−2/3), which requires division by zero. The conditions concern each operation, not just the final function.

**Proposition 1: LDA exchange**

Hartree atomic units are used from here on. For a spin-unpolarized density n > 0, the local density approximation (LDA) takes the exchange energy per volume to be

e_x(n) = −C n^(4/3), C = (3/4)(3/π)^(1/3).

This formula defines the model here. Its dual slope is

v_x = de_x/dn = −(3n/π)^(1/3) = (4/3) e_x/n.

*Proof.* Start from n + ε. The power gives

(n + ε)^(4/3) = n^(4/3) + (4/3)n^(1/3)ε.

Multiplying by −C gives the slope −(4/3)C n^(1/3). Since (4/3)C = (3/π)^(1/3), this is −(3n/π)^(1/3). Dividing e_x by n gives −C n^(1/3), which is smaller than v_x in magnitude by the factor 3/4. ∎

The slope is a potential because the total exchange energy is E_x = ∫ e_x(n(r)) d³r. A small density change δn changes it to first order by ∫ v_x δn d³r. The quantity to differentiate is thus the energy per volume e_x, not the energy per electron e_x/n.

The same computation can be differentiated with respect to the orbital exponent. Two electrons in a normalized 1s orbital have the density

n(r) = (2ζ³/π) e^(−2ζr).

Now start from ζ + ε and hold r fixed. The factors become

ζ³ → ζ³ + 3ζ²ε
e^(−2ζr) → e^(−2ζr)(1 − 2rε).

By the product rule,

dn/dζ = (2/π)e^(−2ζr)(3ζ² − 2rζ³) = n(3/ζ − 2r).

When this dual density enters e_x, the slope that comes out is

de_x/dζ = v_x n(3/ζ − 2r).

Raising ζ contracts the orbital. For r < 3/(2ζ) the density rises and e_x becomes more negative; farther out the opposite happens.

**Proposition 2: the helium energy**

Take a fixed point nucleus of charge 2, the nonrelativistic Hamiltonian, and both electrons with opposite spins in φ = (ζ³/π)^(1/2) e^(−ζr), with ζ > 0. Then

E(ζ) = ζ² − (27/8)ζ,

and the dual slope is 2ζ − 27/8.

*Proof.* The radial probability density of one electron is

P(r) = 4πr²φ² = 4ζ³r²e^(−2ζr).

The integrals below use ∫₀^∞ rᵏe^(−αr) dr = k!/αᵏ⁺¹. With k = 2 and α = 2ζ it gives ∫P dr = 4ζ³·2/(8ζ³) = 1, so φ is normalized.

Integration by parts turns the kinetic energy of one electron into ½∫|∇φ|² d³r. Because dφ/dr = −ζφ, this is ζ²/2, and two electrons give ζ².

The attraction of one electron to the nucleus is

−2∫₀^∞ P(r)/r dr = −8ζ³ · 1/(4ζ²) = −2ζ,

and two electrons give −4ζ.

For the repulsion J, divide one electron's charge into spherical shells. A unit charge spread over a shell of radius s has the potential 1/r outside and 1/s inside. The regions s < r and s > r contribute equally by symmetry, so

J = 2∫₀^∞ dr [P(r)/r] ∫₀^r P(s) ds.

The inner integral is

∫₀^r P(s) ds = 1 − e^(−2ζr)(1 + 2ζr + 2ζ²r²).

To check it, note that the right side vanishes at r = 0 and has derivative

e^(−2ζr)[2ζ(1 + 2ζr + 2ζ²r²) − 2ζ − 4ζ²r] = 4ζ³r²e^(−2ζr) = P(r).

Inserting it gives

J = 8ζ³ ∫₀^∞ r e^(−2ζr)[1 − e^(−2ζr)(1 + 2ζr + 2ζ²r²)] dr
= 8ζ³ [1/(4ζ²) − 1/(16ζ²) − 1/(16ζ²) − 3/(64ζ²)]
= 8ζ³ · 5/(64ζ²) = 5ζ/8.

The sum is E = ζ² − 4ζ + 5ζ/8 = ζ² − 27ζ/8. Starting from ζ + ε,

(ζ + ε)² − (27/8)(ζ + ε) = ζ² − (27/8)ζ + (2ζ − 27/8)ε. ∎

**Corollary: the minimum**

The slope vanishes at ζ = 27/16. The second derivative is 2, so this is the minimum, with

E = (27/16)² − 2(27/16)² = −(27/16)².

The kinetic energy ζ² then equals −E. The optimal exponent is 2 − 5/16: in this model, repulsion makes the orbital more diffuse than that of a single electron around charge 2. If the repulsion is removed, E = ζ² − 4ζ has its minimum at ζ = 2 with E = −4 hartree, the energy of two independent electrons in the field of the nucleus.

**Numerical example**

The energy integrals were evaluated by quadrature, with ζ carried as a dual number through every term. At ζ = 1.5 bohr⁻¹, with values in hartree and slopes in hartree bohr,

kinetic: 2.2500 + 3.0000ε
nuclear: −6.0000 − 4.0000ε
repulsion: 0.9375 + 0.6250ε
total: −2.8125 − 0.3750ε.

The negative slope says that ζ should increase. At ζ = 1 and ζ = 2 the slopes are −1.375 and 0.625 hartree bohr. Since the slope is linear in ζ, the straight line through these two points has its zero at the minimum:

ζ = 1 − (−1.375)(2 − 1)/(0.625 + 1.375) = 1.6875 bohr⁻¹.

The energy there is −2.8477 hartree, or −77.49 eV. A search that used energies without slopes found the same exponent to the five decimals printed. The energy is an upper bound to the ground-state energy of the stated Hamiltonian. The model leaves out electron correlation and the freedom of the orbital to change its shape.

For the exchange energy, take this optimal density at r = 0.5 bohr, where n = 0.5659 bohr⁻³. The power step gives

n^(4/3) → 0.46808 + 1.10286ε.

Multiplication by −C = −0.73856 gives e_x = −0.3457 hartree/bohr³ and v_x = −0.8145 hartree. The energy per electron is −0.6109 hartree, and 4/3 of it is again v_x. The potential was also tested against an independent implementation of LDA exchange.

For the slope in ζ, the point lies inside 3/(2ζ) ≈ 0.89 bohr, so the density must rise:

dn/dζ = 0.5659 × (3/1.6875 − 1) = 0.4401 bohr⁻²
de_x/dζ = −0.8145 × 0.4401 = −0.3585 hartree/bohr².

**Remark: comparison with finite differences**

By Taylor expansion, the forward difference of e_x has the leading truncation error (h/2)e_x″. Since v_x is proportional to n^(1/3),

e_x″ = v_x/(3n) ≈ −0.48 hartree bohr³

at this density. The predicted error magnitude is 2.4×10⁻³ hartree for h = 10⁻² bohr⁻³ and 2.4×10⁻⁶ hartree for h = 10⁻⁵ bohr⁻³. Both agree with the computed errors, which are absolute errors relative to a 50-digit derivative.

At smaller steps rounding takes over. Double-precision numbers near 0.35, the size of e_x, are spaced by about 6×10⁻¹⁷. The sum n + h is rounded as well: numbers near 0.57 are spaced by about 1.1×10⁻¹⁶, so the step actually taken differs from h. The two sources are of similar size, and together they can disturb the quotient by roughly 10⁻¹⁶/h. This estimate is 10⁻⁸ hartree at h = 10⁻⁸ and 10⁻⁴ hartree at h = 10⁻¹². The computed errors are 8.7×10⁻⁹ and 8.4×10⁻⁶ hartree. The first still contains a truncation part of (h/2)|e_x″| = 2.4×10⁻⁹ hartree. The second is well below its estimate, which gives a scale and not a prediction of the particular rounding. The error of the dual slope is 1.8×10⁻¹⁶ hartree, at the level of rounding.

**Remark: the derivative of an approximation**

A quadrature replaces an integral by S(ζ) = Σ wᵢF(rᵢ; ζ). If the points rᵢ and weights wᵢ do not depend on ζ, the dual slope is

S′(ζ) = Σ wᵢ ∂F(rᵢ; ζ)/∂ζ.

This is the exact derivative of the sum, which need not be close to the derivative of the integral. With Gauss–Legendre rules of 10 points in r on 0 ≤ r ≤ 20 bohr and 6 points in s/r for the inner integral of J, the helium energy at ζ = 1.5 comes out as −3.26 hartree, with slope −2.26 hartree bohr. The integral has the slope −0.375 hartree bohr. The coarse energy even lies below the minimum of the model. This does not contradict the variational principle, because so crude a sum is not the expectation value of the Hamiltonian.

The coarse slope is nevertheless the right derivative of the coarse sum. To test this, the sum was evaluated at ζ + ih with a tiny real h. For an analytic function,

S(ζ + ih) = S(ζ) + ihS′(ζ) − (h²/2)S″(ζ) + …,

so the imaginary part divided by h gives S′(ζ) up to terms of order h², without subtracting nearly equal numbers. It agrees with the dual slope in all printed digits. Dual numbers remove the truncation error of differentiation; rounding and the errors of the grid and of the physical model remain. The full set of values is in the numerical output below.

Values computed for the example and the checks

```
Composite f(x) = ln(1+x^2) exp(-x)/(x+2), pure numbers
x = 1.5
f, dual value part = 0.0751409937
f', dual slope part = -0.0377623343
f', 50-digit reference = -0.0377623343
f', matrix model = -0.0377623343
x^2 with special branch at x=1: dual slope = 0.0
same function: difference quotient at x=1 = 2.000000
n^(4/3) at n=0: dual slope = 0.0
n*n^(1/3) at n=0: division by zero = True
Helium: energies in hartree, zeta in 1/bohr, slopes in hartree bohr
zeta = 1.0: E = -2.37500000, dE/dzeta = -1.37500000
zeta = 1.5: E = -2.81250000, dE/dzeta = -0.37500000
zeta = 2.0: E = -2.75000000, dE/dzeta = 0.62500000
zeta = 1.5, kinetic: 2.25000000, slope 3.00000000
zeta = 1.5, nuclear: -6.00000000, slope -4.00000000
zeta = 1.5, repulsion: 0.93750000, slope 0.62500000
optimal zeta, secant step = 1.68750000 1/bohr
optimal zeta, energy-only search = 1.68750 1/bohr
E at optimum = -2.84765625 hartree
E at optimum = -77.4887 eV
kinetic energy at optimum = 2.84765625 hartree
|dE/dzeta| at optimum = 2.8e-14 hartree bohr
coarse grid: 10 radial x 6 inner
coarse E at zeta 1.5 = -3.26184720 hartree
coarse dual slope = -2.26043987 hartree bohr
coarse complex-step slope = -2.26043987 hartree bohr
slope of exact integral = -0.37500000 hartree bohr
LDA exchange at the optimal helium density
r = 0.5 bohr
C = 0.73855877 (atomic units)
n = 0.56589979 bohr^-3
n^(4/3): value 0.46807923 bohr^-4
n^(4/3): slope in n 1.10285541 bohr^-1
e_x = -0.34570402 hartree/bohr^3
e_x/n = -0.61089265 hartree
v_x = de_x/dn = -0.81452353 hartree
dn/dzeta at fixed r = 0.44014428 bohr^-2
de_x/dzeta at fixed r = -0.35850787 hartree/bohr^2
error of v_x, dual numbers = 1.8e-16 hartree
error of v_x, forward step 1e-02 bohr^-3 = 2.4e-03 hartree
error of v_x, forward step 1e-05 bohr^-3 = 2.4e-06 hartree
error of v_x, forward step 1e-08 bohr^-3 = 8.7e-09 hartree
error of v_x, forward step 1e-12 bohr^-3 = 8.4e-06 hartree
```
